# Why layer order matters in a cylindrical silica–hafnia gate stack

## Question

I am estimating the gate capacitance of a gate-all-around silicon nanowire. The wire has a radius of 4 nm and is wrapped by 0.8 nm of silica and 2 nm of hafnia, with a metal gate outside. I treat the two dielectrics as capacitors in series. Since $1/C=1/C_1+1/C_2$ does not depend on which term is written first, I concluded that exchanging the layers, with both thicknesses kept, cannot change the total capacitance. A colleague says that it does. Where is the error, and is the effect large enough to matter?

## Answer

Your colleague is right. The series rule holds, and its terms do commute. The error is the assumption that $C_1$ and $C_2$ keep their values when the layers trade places. In a cylinder, a layer of given thickness has a different capacitance at a different radius.

### The capacitance of one order

Take a long core of radius $R$ whose surface is an equipotential, surrounded by concentric, linear, uncharged dielectrics. Let the core carry charge $Q$ per unit length. Gauss's law on a coaxial cylinder of radius $r$ and unit length gives $2\pi r\,\varepsilon_0 k\,E=Q$, where $k$ is the relative permittivity at $r$. Hence

$$E(r)=\frac{Q}{2\pi\varepsilon_0\,k\,r}.$$

The same flux crosses every layer, but it spreads over an area that grows with $r$. The voltage across a layer between radii $a$ and $b$ is

$$\int_a^b E\,dr=\frac{Q}{2\pi\varepsilon_0}\,\frac{\ln(b/a)}{k}.$$

Adding the layers and dividing $Q$ by the total voltage gives the capacitance per length,

$$C=\frac{2\pi\varepsilon_0}{S},\qquad S=\sum_{\text{layers}}\frac{\ln(b/a)}{k}.$$

I call the dimensionless number $S$ the elastance. A layer enters through the logarithm of its radius ratio. At fixed thickness $t$ this is $\ln(1+t/a)$, which falls as the layer moves outwards.

### Exchanging the layers

Let silica have thickness $t_s$ and permittivity $k_s$, and hafnia $t_h$ and $k_h>k_s$. Write $T=t_s+t_h$. With silica inside,

$$S_{\rm si}=\frac1{k_s}\ln\frac{R+t_s}{R}+\frac1{k_h}\ln\frac{R+T}{R+t_s},$$

and with hafnia inside,

$$S_{\rm hf}=\frac1{k_h}\ln\frac{R+t_h}{R}+\frac1{k_s}\ln\frac{R+T}{R+t_h}.$$

In the difference $S_{\rm si}-S_{\rm hf}$, the terms with $1/k_s$ combine to

$$\ln\frac{R+t_s}{R}-\ln\frac{R+T}{R+t_h}=\ln\frac{(R+t_s)(R+t_h)}{R(R+T)}\equiv\Lambda .$$

The terms with $1/k_h$ contain the inverse fraction and give $-\Lambda$. Since $(R+t_s)(R+t_h)=R(R+T)+t_st_h$,

$$S_{\rm si}-S_{\rm hf}=\left(\frac1{k_s}-\frac1{k_h}\right)\ln\left[1+\frac{t_st_h}{R(R+T)}\right].$$

Both factors are positive, so hafnia inside gives the smaller elastance and the larger capacitance. The difference vanishes if the permittivities are equal, if a layer has zero thickness, or as $R\to\infty$.

Physically, the flux is most concentrated next to the core. High permittivity there reduces the field where it would otherwise be largest, while the silica moves to a radius where the same flux covers more area.

The result extends to more than two layers. Exchanging two neighbours leaves every other layer in place, because the thickness of the pair is unchanged, and the formula applies with $R$ replaced by the inner radius of the pair. Any neighbours with the lower permittivity inside can therefore be exchanged to raise $C$. Within this model and at fixed thicknesses, $C$ is largest when permittivity decreases outwards.

### Your numbers

I use rough typical permittivities, 3.9 for silica and 20 for hafnia. With silica inside,

$$S_{\rm si}=\frac{0.1823}{3.9}+\frac{0.3483}{20}=0.0467+0.0174=0.0642.$$

With hafnia inside,

$$S_{\rm hf}=\frac{0.4055}{20}+\frac{0.1252}{3.9}=0.0203+0.0321=0.0524.$$

The totals were rounded after adding, so the last digit can differ from the sum of the rounded terms. The silica term falls from 0.0467 to 0.0321, while the hafnia term rises only from 0.0174 to 0.0203. The capacitances are

$$C_{\rm si}=0.867\ \text{fF/µm},\qquad C_{\rm hf}=1.062\ \text{fF/µm},$$

a gain of 22.5% relative to silica inside. A two-dimensional finite-element solution of Laplace's equation, which does not assume a radial field, gives elastances of 0.06416 and 0.05236, against 0.06416 and 0.05237 from the formulas.

The same result can be put as an equivalent silica thickness, meaning the single silica layer on this core that has the same $C$. Setting $\ln(1+t_{\rm eq}/R)/k_s=S$ gives

$$t_{\rm eq}=R\left(e^{k_sS}-1\right),$$

which is 1.137 nm with silica inside and 0.906 nm with hafnia inside. The planar expression $t_s+t_hk_s/k_h$ gives 1.190 nm for both orders, so it cannot register the exchange. Used with the core's surface area, it predicts 0.729 fF/µm, below both cylindrical values.

### When your rule does hold

There are two ways to recover it.

**Keep radius ratios instead of thicknesses.** If each layer retains its value of $b/a$, its term in $S$ is unchanged and the terms merely trade places. The outer radius also stays the same, since it is $R$ times the product of the ratios. Starting from your stack with silica inside, this exchange needs 1.667 nm of hafnia inside and 1.133 nm of silica outside. The finite-element elastance is then 0.06416, as before the exchange.

**Make the radius large.** For $R\gg T$, the logarithm in the difference becomes $t_st_h/R^2$ to leading order, while $S_{\rm hf}$ becomes $(t_s/k_s+t_h/k_h)/R$. The relative gain is therefore

$$\frac{C_{\rm hf}}{C_{\rm si}}-1=\frac{S_{\rm si}-S_{\rm hf}}{S_{\rm hf}}\simeq\frac LR,\qquad L=\frac{(1/k_s-1/k_h)\,t_st_h}{t_s/k_s+t_h/k_h}.$$

Here $L=1.08$ nm. With the layers unchanged and only the core radius varied:

| $R$ (nm) | Gain | $L/R$ |
|---:|---:|---:|
| 2 | 39.1% | 54.1% |
| 4 | 22.5% | 27.1% |
| 10 | 10.0% | 10.8% |
| 40 | 2.65% | 2.71% |

The planar rule is thus approached slowly, with an error of first order in $1/R$. At 4 nm, $L/R$ gives the right size but the full logarithms are needed for a good value.

### What a silicon core does to the gain

So far the core has behaved like a metal. Electrons in silicon lie below the surface, and adding more of them raises the Fermi level. Let $N$ be the number of electrons per length and $E_F$ the Fermi level measured from the conduction-band edge at the silicon surface. Taking $Q=eN$ as the magnitude of the charge, the gate voltage is

$$V_G=\text{const}+\frac{E_F(N)}{e}+\frac{Q\,S}{2\pi\varepsilon_0}.$$

The constant contains the work functions. Differentiating with respect to $Q$, and using $dN/dQ=1/e$,

$$\frac{1}{C_{\rm tot}}=\frac{dV_G}{dQ}=\frac{S+S_{\rm core}}{2\pi\varepsilon_0},\qquad S_{\rm core}=\frac{2\pi\varepsilon_0}{e^2}\frac{dE_F}{dN}.$$

Suppose that the electrons do not penetrate the oxide and that they interact only through their average, radially symmetric charge density. Then $E_F(N)$ depends on the core alone; image-charge effects beyond this mean-field picture are neglected. At the same $N$, both orders therefore acquire the same $S_{\rm core}$. The difference of inverse capacitances survives, but the relative gain shrinks.

To size this, I solved the radial Schrödinger and Poisson equations self-consistently at 300 K, with a hard wall at the silicon surface and 2.5 electrons per nm. I took the wire to lie along a ⟨100⟩ crystal axis. Two valleys then have mass 0.19 across the wire and 0.92 along it, in units of the free-electron mass. The other four have unequal masses across the wire, which I replaced by their harmonic mean, 0.315, with 0.19 along the wire. Exchange and correlation are omitted.

With these averaged masses, the electrons lie on average 1.62 nm below the surface, and $S_{\rm core}=0.0336$. These digits belong to the model: keeping the two unequal masses instead of their mean gives 1.49 nm and 0.0306. This is not small beside either oxide elastance. The total capacitances become

$$\frac{2\pi\varepsilon_0}{0.0642+0.0336}=0.569\ \text{fF/µm},\qquad \frac{2\pi\varepsilon_0}{0.0524+0.0336}=0.647\ \text{fF/µm}.$$

The gain is now 13.7%. It is 13.6% at 400 K, and 14.2% at 300 K if the geometric mean mass, 0.418, replaces the harmonic mean. Lifting the approximations lowers $S_{\rm core}$ and raises the gain. The true unequal masses give 14.2%, and adding band nonparabolicity (0.5 eV⁻¹) and local-density exchange and correlation to them gives 14.9%. With the averaged masses, replacing the hard wall by the finite barriers quoted below gives 14.5%; $S_{\rm core}$ then falls to about 0.026 and differs slightly between the orders (0.0263 and 0.0267). At this electron density, roughly 14 to 15% is therefore a better estimate than 22.5% for a silicon core with these ideal oxide layers, and 13.7% is on the low side. The gain changes strongly with the density, because $S_{\rm core}$ does: in the averaged-mass, hard-wall model it is 6% at 0.1, 10% at 0.5, 12% at 1 and 15% at 6 electrons per nm.

### Can a real device use this?

The dimensions are in the range of small experimental nanowires, but the order with hafnia directly on silicon is hard to realise. Silica tends to form at that interface, and a thin silica layer is usually wanted there for its good electrical quality. Suppose 0.4 nm of the silica ends up beneath the hafnia and 0.4 nm remains outside. With the metallic core, the gain over the all-silica-inside order drops from 22.5% to 9.3%; the silicon core would reduce it further. If the interfacial silica instead grows in addition to the 0.8 nm outside, the gain is only 1.7% for 0.2 nm and turns into a loss of 12.6% for 0.4 nm. The permittivity of hafnia also varies with its structure: taking 16 or 25 instead of 20 changes the metallic-core gain to 19.3% or 25.6%. Devices with flat, wide channels need a calculation for their own cross-section.

The fields at 2.5 electrons per nm are below rough breakdown values of 10 MV/cm for silica and 4 MV/cm for hafnia. At this fixed charge, the exchange lowers the peak silica field from 4.62 to 3.08 MV/cm, the ratio of its inner radii, 4 nm to 6 nm. The peak hafnia field rises from 0.75 to 0.90 MV/cm.

Tunnelling can be sized with a WKB estimate for an electron at the Fermi level. I took barriers of 3.1 eV for silica and 1.5 eV for hafnia, tunnelling masses of 0.5 and 0.17, and an attempt rate $E_F/h=8.4\times10^{13}$ s⁻¹. The exponents are 16.6 with silica inside and 17.9 with hafnia inside, giving escape rates of roughly $5\times10^6$ and $1\times10^6$ s⁻¹. Calling the escape rate $\Gamma$, the ratio of leakage conductance to capacitance is $d(N\Gamma)/dN$, about $3\times10^7$ and $5\times10^6$ s⁻¹. Both are far below the angular frequency of a 1 GHz signal, $6.3\times10^9$ s⁻¹, so on this estimate leakage hardly disturbs the capacitive response at that frequency. At 1 MHz, where the angular frequency is $6.3\times10^6$ s⁻¹, it would not be negligible, and the rates correspond to a steady leakage of a few A/cm². They depend exponentially on the assumed barriers and masses: hafnia values of 1.2 eV with mass 0.1, or 2.0 eV with mass 0.3, move the silica-inside rate to $1\times10^8$ or $3\times10^4$ s⁻¹.

I have left out the ends of the gate and charge traps that respond to the signal. Fixed charge and interface dipoles may differ between the two orders. They shift the gate voltage needed to reach a given $N$, but not the dielectric capacitance. The metallic-core gains do not depend on the charge. The silicon-core gains do, because $S_{\rm core}$ changes with $N$, and those above compare the two orders at equal charge, not at equal gate voltage.

The numerical output below lists the values of the main calculation.

## Calculated quantities

```
core radius 4.0 nm, silica 0.8 nm, hafnia 2.0 nm
permittivities: silica 3.9, hafnia 20.0, silicon 11.7
log thickness, silica inside: silica 0.1823, hafnia 0.3483
log thickness, hafnia inside: hafnia 0.4055, silica 0.1252
elastance S: silica inside 0.06416, hafnia inside 0.05237
difference of S from the formula: 0.01180
finite-element S: silica inside 0.06416, hafnia inside 0.05236
C, silica inside: 0.8670 fF/um
C, hafnia inside: 1.0624 fF/um
gain in C from hafnia inside: 22.53 %
equivalent silica: silica inside 1.137 nm, hafnia inside 0.906 nm
planar equivalent silica, either order: 1.190 nm
planar estimate of C on core area: 0.7293 fF/um
fixed-ratio exchange: hafnia 1.667 nm, silica 1.133 nm
finite-element S after fixed-ratio exchange: 0.06416
length L of the large-radius law: 1.0824 nm
R = 2 nm: gain 39.09 %, law L/R 54.12 %
R = 4 nm: gain 22.53 %, law L/R 27.06 %
R = 10 nm: gain 9.99 %, law L/R 10.82 %
R = 40 nm: gain 2.65 %, law L/R 2.71 %
electrons per length 2.5 /nm, per core area 9.95e+12 /cm2
oxide voltage: silica inside 0.462 V, hafnia inside 0.377 V
silicon masses 0.19, 0.92; harmonic mean 0.315, geometric 0.418
Fermi level above surface band edge, 300 K: 0.345 eV
free-energy derivative, 300 K: 0.345 eV
mean depth of electrons below surface: 1.62 nm
core elastance, 300 K: 0.0336
C with core, silica inside: 0.569 fF/um
C with core, hafnia inside: 0.647 fF/um
gain with core, 300 K: 13.7 %
gain with core, 400 K: 13.6 %
gain with core, geometric mass: 14.2 %
gain if 0.4 nm of the silica lies beneath: 9.3 %
gain for hafnia permittivity 16: 19.3 %
gain for hafnia permittivity 25: 25.6 %
peak field, silica inside: silica 4.62, hafnia 0.75 MV/cm
peak field, hafnia inside: silica 3.08, hafnia 0.90 MV/cm
rough breakdown: silica 10, hafnia 4 MV/cm
barrier and mass: silica 3.1 eV, 0.5; hafnia 1.5 eV, 0.17
WKB exponent: silica inside 16.6, hafnia inside 17.9
attempt rate E_F/h: 8.4e+13 /s
escape rate: silica inside 5e+06, hafnia inside 1e+06 /s
angular frequency of a 1 GHz signal: 6.3e+09 /s
```
